# Why an exothermic precursor half-reaction need not be self-limiting

## Question

I am planning tungsten film growth in alternating pulses. The precursor reacts with surface sites, releases a volatile byproduct and leaves a ligand-covered tungsten atom. The calculated reaction enthalpy is about \(-1.5\) eV per precursor molecule.

My reasoning is that such a strongly exothermic reaction runs until every site is used and then stops, so a longer pulse can do no harm. Is that right? If not, what does the enthalpy tell me, and how would I recognise a pulse that has not really saturated?

## Answer

The first half of the reasoning is sound under suitable conditions: a strongly exothermic exchange can fill nearly all the intended sites. The second half does not follow. The enthalpy is an energy per reaction event. It does not say whether the surface left by that event can accept more material.

Let \(N(t)\) be the number of precursor molecules, or tungsten atoms derived from them, held per original site. I call \(N=1\) one layer. At fixed temperature \(T\) and precursor pressure \(p\), the half-reaction is self-limiting if \(N(t)\) approaches a finite value during a long exposure. Three processes have to be compared: the intended exchange, decomposition of its product, and condensation on top of it.

### What the enthalpy controls

Take equivalent, independent sites, with gas and surface at one temperature. For an ideal gas of number density \(n=p/(kT)\) and molecular mass \(m\), the flux onto the surface is the density times the mean velocity towards it:

\[
F=n\int_0^\infty u\sqrt{\frac{m}{2\pi kT}}\,e^{-mu^2/(2kT)}\,du .
\]

The integral of \(u\,e^{-mu^2/(2kT)}\) is \(kT/m\), so

\[
F=n\sqrt{\frac{kT}{2\pi m}}=\frac{p}{\sqrt{2\pi mkT}} .
\]

If a molecule striking an empty site reacts with probability \(\sigma\), and there are \(N_s\) sites per area, the attachment rate per empty site is \(a=\sigma F/N_s\).

Let \(r\) be the rate at which the byproduct reverses the exchange on an occupied site, and \(\theta\) the occupied fraction. Without any other process,

\[
\frac{d\theta}{dt}=a(1-\theta)-r\theta .
\]

At equilibrium the right side vanishes, so \(\theta/(1-\theta)=a/r\). Thermodynamics fixes the same ratio. One gas molecule is exchanged for another, and I set the standard entropy change to zero. With byproduct pressure \(p_B\) held fixed and reaction enthalpy \(\Delta H\),

\[
\frac{\theta}{1-\theta}=\frac{p}{p_B}e^{-\Delta H/kT}
\quad\Longrightarrow\quad
r=a\,\frac{p_B}{p}\,e^{\Delta H/kT}.
\]

A more negative \(\Delta H\) makes \(r\) smaller. The final uptake is

\[
N(\infty)=\frac{a}{a+r},
\]

which is finite for either sign of \(\Delta H\). Take an endothermic exchange with \(\Delta H=+0.10\) eV at 500 K and \(p_B/p=0.01\). Then \(r/a=0.01\,e^{0.10/0.0431}\approx0.102\), and the plateau is \(1/1.102\approx0.91\) layers. This reaction is self-limiting although it absorbs heat: without another process, uptake ends when exchange and reversal balance. The low byproduct pressure is what makes the plateau nearly a full layer. Exothermicity is therefore not necessary for self-limitation. The next process shows that it is not sufficient either.

### Decomposition that reopens sites

Suppose the ligand-covered product decomposes at rate \(k_d\). The ligands leave, the tungsten atom stays, and a new reactive site appears above it. The decomposition products are pumped away, so I treat this step as irreversible. Now

\[
\frac{d\theta}{dt}=a(1-\theta)-(r+k_d)\theta=a-q\theta,
\qquad q=a+r+k_d .
\]

For an initially empty surface the solution is

\[
\theta(t)=S\left(1-e^{-qt}\right),\qquad S=\frac{a}{q}.
\]

Decomposition moves a tungsten atom from the covered state into the film without removing it. The material balance therefore contains attachment and reversal alone:

\[
\frac{dN}{dt}=a(1-\theta)-r\theta=\frac{d\theta}{dt}+k_d\theta .
\]

The second equality comes from adding \(k_d\theta\) to both sides of the coverage equation. Integrating from zero,

\[
N(t)=\theta(t)+k_d\int_0^t\theta(t')\,dt'
=S(1-e^{-qt})+k_dS\left[t-\frac{1-e^{-qt}}{q}\right],
\]

and collecting the exponential terms,

\[
N(t)=k_dS\,t+S\left(1-\frac{k_d}{q}\right)(1-e^{-qt}).
\]

The last term saturates; the first does not. The coverage becomes constant while the film keeps growing, so a constant coverage is no proof that growth has stopped. The steady growth rate \(R\), in layers per second, is

\[
R=\frac{ak_d}{a+r+k_d},
\qquad
\frac1R=\frac1{k_d}+\frac1a+\frac{r}{ak_d}.
\]

The second form shows the role of enthalpy. With \(a\) and \(k_d\) held fixed, a more negative \(\Delta H\) lowers \(r\) and hence raises \(R\), towards \(ak_d/(a+k_d)\). A more exothermic exchange keeps more sites occupied, and occupied sites are what decomposes. In a family of real precursors \(k_d\) may itself correlate with \(\Delta H\), but no sign of \(\Delta H\) sets \(k_d\) to zero.

Two limits matter when reading experiments. If \(r\) is negligible and \(a\gg k_d\), then \(R\approx k_d\): growth continues at a rate nearly independent of precursor pressure. Insensitivity to pressure is thus not proof of self-limitation. If both \(a\) and \(r\) are much smaller than \(k_d\), then \(R\approx a\), and growth follows the supply.

Decomposition alone does not guarantee endless growth. Suppose each event reopens a site with probability \(g\) and otherwise blocks it permanently. Let \(M\) be the expected total number of atoms eventually deposited from one open site. Reversal merely returns the site to its open state, so for nonzero \(a\) and \(k_d\) a decomposition eventually occurs. It leaves one atom, and with probability \(g\) the process starts again:

\[
M=1+gM\quad\Longrightarrow\quad M=\frac1{1-g}\qquad(g<1).
\]

For \(g=0.6\) the total is 2.5 layers. That is more than the intended layer, but finite. Unlimited growth in this model needs \(g=1\), which I use below.

### Condensation on the finished layer

Precursor molecules can also collect on the reacted surface without using any reactive site. Let \(x=p/p_{\rm sat}(T)\), where \(p_{\rm sat}\) is the vapour pressure of the condensed precursor. Treat each site as an independent column. Molecules arrive on it at rate \(w\) and evaporate from its top at rate \(e_v\), with \(x=w/e_v\). The first layer is bound more strongly, so its removal rate is \(e_v/c\) with \(c>1\).

Let \(s_i\) be the fraction of columns of height \(i\). In equilibrium, gains and losses between neighbouring heights balance:

\[
ws_0=\frac{e_v}{c}s_1,\qquad ws_i=e_vs_{i+1}\quad(i\ge1),
\]

so \(s_i=c\,x^i s_0\) for \(i\ge1\). If \(x<1\), the fractions can be normalised:

\[
1=s_0\left(1+\frac{cx}{1-x}\right)
\quad\Longrightarrow\quad
s_0=\frac{1-x}{1-x+cx}.
\]

Using \(\sum_{i\ge1}i\,x^i=x/(1-x)^2\), the mean height is

\[
\langle i\rangle=cs_0\frac{x}{(1-x)^2}
=\frac{cx}{(1-x)(1-x+cx)} .
\]

For a very strongly bound first layer, \(c\to\infty\), this becomes \(1/(1-x)\). One layer is the intended one, and the excess is

\[
\frac1{1-x}-1=\frac{x}{1-x}.
\]

Strengthening the first bond without limit does not remove this excess. Below saturation, however, the excess is finite. The uptake levels off in time, but at a height that depends on pressure.

For \(x\ge1\) the sum over heights diverges and no equilibrium thickness exists. The mean height obeys

\[
\frac{d\langle i\rangle}{dt}=w-e_v(1-s_0-s_1)-\frac{e_v}{c}s_1 .
\]

When \(x>1\), arrivals outnumber departures and the columns drift upwards. The fractions \(s_0\) and \(s_1\) then vanish, and the growth rate tends to \(w-e_v\), whatever the value of \(c\). At \(x=1\) this limiting rate is zero although no equilibrium thickness exists, so that case is marginal. Condensation releases heat too: it is an exothermic step that each new layer can repeat.

### A worked temperature scan

I use round parameters: \(p=0.01\) Torr, a 2 s pulse, \(N_s=3\ \mathrm{nm^{-2}}\), \(\sigma=0.003\), a molar mass of 350 g/mol, \(p_B/p=0.01\) and \(\Delta H=-1.5\) eV. Decomposition follows

\[
k_d=\nu e^{-E/kT},\qquad \nu=10^{13}\ \mathrm{s^{-1}},\quad E=1.5\ \mathrm{eV}.
\]

At 500 K the flux is about \(8400\ \mathrm{nm^{-2}s^{-1}}\), so \(a=0.003\times8400/3=8.4\ \mathrm{s^{-1}}\). The sites fill in a few tenths of a second. The chemical uptake, without condensate or gas depletion, is:

| \(T\) (K) | \(k_d\) (s\(^{-1}\)) | \(N\) at 2 s | \(N\) at 4 s |
|---|---|---|---|
| 450 | 0.00016 | 1.0003 | 1.0006 |
| 500 | 0.0076 | 1.013 | 1.029 |
| 550 | 0.18 | 1.31 | 1.66 |
| 600 | 2.5 | 4.35 | 8.14 |

The exchange is equally exothermic in every row. At 600 K, \(a=7.67\ \mathrm{s^{-1}}\) and \(r\) is negligible, so \(S=7.67/(7.67+2.52)=0.753\). The exponential has died out by 2 s, and

\[
N=(2.515)(0.753)(2)+(0.753)^2\approx4.35 .
\]

With 63 tungsten atoms per nm\(^3\), this is \(4.35\times3/63=0.21\) nm of tungsten, against 0.048 nm for one layer.

Changing \(\Delta H\) at 600 K, with all else fixed, gives steady rates of 1.80 layers/s for \(+0.1\) eV and 1.89 layers/s for both \(-0.5\) and \(-1.5\) eV. The last two agree because reversal is already negligible at \(-0.5\) eV. These rates hold \(p_B/p\) at 0.01. If precursor and byproduct must cross the 1 cm gas layer introduced below, the ratio at the surface rises to about 0.03–0.06 in the endothermic case and its rate falls to 1.4–1.6 layers/s, while the exothermic rates change little (1.86 layers/s).

On the cold side, let the chosen pressure equal the saturation pressure at \(T_c=350\) K, and let the latent heat be \(L=0.9\) eV per molecule. For an ideal vapour, negligible condensed volume and constant \(L\), the Clausius–Clapeyron equation \(d\ln p_{\rm sat}/dT=L/(kT^2)\) integrates at fixed \(p\) to

\[
x(T)=\exp\left[\frac Lk\left(\frac1T-\frac1{T_c}\right)\right].
\]

At 400 K, \(x=0.024\) and the excess is 0.025 layers. At 360 K, \(x=0.44\) and the excess is 0.77 layers. At 345 K, \(x=1.54\) and there is no plateau.

How fast does the condensate grow at 345 K? Let the precursor be dilute in an inert carrier gas, so that \(p\) is its partial pressure and bulk flow towards the surface is negligible. Molecules must first diffuse through a gas layer of thickness \(d=1\) cm, with diffusivity \(D=50\ \mathrm{cm^2/s}\). Let \(n_f\) be the density at its outer edge, \(n_0\) the density at the surface, and \(n_{\rm sat}\) the saturation density. If every molecule striking the condensate sticks, steady flow requires

\[
J=\frac Dd(n_f-n_0)=v(n_0-n_{\rm sat}),\qquad
v=\sqrt{\frac{kT}{2\pi m}} .
\]

Thus \(n_f-n_0=Jd/D\) and \(n_0-n_{\rm sat}=J/v\). Adding these eliminates \(n_0\):

\[
J=\frac{n_f-n_{\rm sat}}{1/v+d/D}.
\]

The result is \(48.5\ \mathrm{nm^{-2}s^{-1}}\). At 0.22 nm\(^3\) per molecule, a 2 s pulse leaves \(48.5\times2\times0.22\approx21\) nm of condensed precursor. This is not 21 nm of tungsten. The flux assumes the evaporation rate of a thick condensate. While the film is thin some columns are bare and evaporation is slower; integrating the column equations with the same diffusion layer gives about 24 nm.

An ideal purge sets \(n_f=0\) at the same temperature and with the same transport. The outward flux is then \(n_{\rm sat}/(1/v+d/D)\). Dividing the amount collected in a pulse of length \(t_p\) by this flux gives the clearing time

\[
t_{\rm clear}=t_p\frac{n_f-n_{\rm sat}}{n_{\rm sat}}=t_p(x-1)=2\times0.541\approx1.1\ \mathrm{s}.
\]

This is a lower estimate, for the same reason: in the column model with diffusion, about 7 layers remain after 1.1 s, and the excess falls below 0.05 layers only after about 1.5 s. If the purge is too short, condensate remains when the co-reactant arrives, and material beyond the intended layer can then be converted into film.

### Where the plateau is usable

Suppose you tolerate an excess \(\varepsilon=0.05\) layers in a 2 s pulse. On the cold side, \(x/(1-x)=\varepsilon\) gives \(x=\varepsilon/(1+\varepsilon)=0.0476\). Inverting the expression for \(x(T)\),

\[
\frac1{T_{\rm low}}=\frac1{T_c}+\frac kL\ln\frac{\varepsilon}{1+\varepsilon},
\qquad T_{\rm low}\approx390\ \mathrm K .
\]

The logarithm is negative, so \(T_{\rm low}\) lies above \(T_c\): avoiding unlimited condensation is not enough to avoid an appreciable multilayer. This edge refers to material present during the pulse; a sufficient purge relaxes it.

On the hot side, a first estimate is \(k_dt_p=\varepsilon\), or

\[
T_{\rm high}\approx\frac{E}{k\ln(\nu t_p/\varepsilon)}\approx518\ \mathrm K .
\]

The full growth law gives 520 K. The difference comes from the time needed to fill the sites. For negligible \(r\), \(k_d\ll a\) and \(at_p\gg1\), we have \(S\approx1-k_d/a\). Since \(1-k_d/q=S\) when \(r=0\), the law reduces to first order in \(k_d\) to

\[
N\approx k_dt_p+S^2\approx1+k_d\left(t_p-\frac2a\right).
\]

With \(a\approx8.2\ \mathrm{s^{-1}}\), the effective time is about 1.76 s instead of 2 s, so a slightly larger \(k_d\) is tolerated.

### Relation to a real tungsten process

The molar mass is close to that of tungsten hexacarbonyl, a volatile solid from which tungsten films are grown by decomposition. The example is not a model of that compound. It is more volatile than the vapour assumed here, so its condensation edge would lie at lower temperature. The exchange enthalpy, sticking probability and decomposition barrier are model inputs too.

Real surfaces break the assumption of identical sites with one barrier. Even with identical sites, changing the common barrier to 1.4 or 1.6 eV moves the estimated upper edge to 483 or 552 K, so the calculated window of roughly 390–520 K should not be used as a recipe. Gas depletion matters less here: including diffusion lowers the 600 K uptake from 4.35 to 4.24 layers. Decomposition in the gas can matter more. If it had the same barrier and prefactor as on the surface, and all products formed in the 1 cm gas layer reached the film, it would supply 1.3 layers/s at 600 K, comparable with the surface rate. This is an upper estimate for that layer, since some products diffuse away from the film. Raising the gas-phase barrier by 0.3 eV reduces the estimate to 0.004 layers/s.

Nor is the released heat the cause of the continued growth. One complete layer releases enough to warm a wafer of heat capacity \(1000\ \mathrm{J\,m^{-2}K^{-1}}\) by 0.7 mK, even without heat loss; the exchange heat of 4.35 layers gives about 3 mK. Growth continues at 600 K because \(k_d\) is large at the set temperature.

### How to tell the cases apart

Measure the uptake for several pulse lengths, all well beyond the filling time \(1/a\), at fixed temperature and pressure. If every decomposition reopens a site (\(g=1\)), decomposition leaves a slope, while an exchange on identical single sites without decomposition stays flat. On a real surface a slope can also be slow filling. If attachment needs two empty sites, so that \(d\theta/dt=a(1-\theta)^2\), the uptake at 500 K rises from 0.944 to 0.971 layers between 2 and 4 s with no decomposition at all, and a spread of attachment barriers acts similarly. Such a slope keeps shrinking with pulse length and the uptake stays below one layer. A flat result is not enough by itself: if some decomposition events block sites, growth can stop above one layer, as in the 2.5-layer example. When attachment is fast and reversal negligible, this takes a time of order \(1/[(1-g)k_d]\), which can be much longer than \(1/a\); shorter pulses still show a slope. So compare the height of the plateau with the intended layer as well. At 500 K, doubling the pulse raises the excess from 0.013 to 0.029 layers, which a coarse thickness measurement would miss; at 550 K the change from 1.31 to 1.66 layers is plain. Accumulating many cycles at each pulse length makes a small slope easier to resolve.

Then vary the pressure and the purge. A multilayer below saturation levels off in time, but its height rises with pressure and it leaves during a sufficient purge. The uptake of a partly filled reversible exchange also rises with precursor pressure at fixed byproduct pressure, but it stays below one layer. Above saturation the condensate grows throughout the pulse, yet it can still be purged if it has not reacted. Tungsten left by decomposition stays. A purge stops its growth by removing the supply, but sites keep reopening meanwhile; this raises the growth per cycle only where the co-reactant would not have reopened them anyway.

For your process, then, \(-1.5\) eV supports nearly complete filling of the intended sites at low byproduct pressure, provided the exchange is fast enough to finish within the pulse. The enthalpy alone does not tell you that rate. To call the step self-limiting at the intended layer you also need evidence that the filled surface neither regenerates sites appreciably during the pulse nor collects condensate that survives the purge. The numerical output below gives the remaining values of the scan.

## Calculated quantities

```
INPUTS: round model values
Pressure: 0.010 Torr; pulse: 2.0 s
Precursor molar mass: 350 g/mol
Site density: 3.0 nm^-2; sticking: 0.003
Half-reaction enthalpy: -1.50 eV
Byproduct/precursor pressure ratio: 0.010
Decomposition barrier: 1.50 eV; prefactor: 1.0e+13 s^-1
Saturation temperature: 350 K
Latent heat: 0.90 eV
Precursor volume in condensate: 0.22 nm^3
W atomic density, rough: 63 nm^-3
Gas diffusivity: 50 cm^2/s
Boundary layer: 1.0 cm
Wafer heat capacity: 1000 J/(m^2 K)
SELF-LIMITATION AND ENTHALPY
Arrival flux at 500 K: 8397.1 nm^-2 s^-1
Endothermic case: dH=+0.10 eV, T=500 K
Its plateau without decomposition: 0.9076 layers
600 K, dH=+0.1 eV: steady growth 1.8000 layers/s
600 K, dH=-0.5 eV: steady growth 1.8937 layers/s
600 K, dH=-1.5 eV: steady growth 1.8937 layers/s
Total for reopening probability 0.6: 2.500 layers
CHEMICAL UPTAKE, no gas depletion or condensate
T(K)  a(s^-1)  kd(s^-1)  N(2 s)  N(4 s)  W at 2 s(nm)
400    9.388   1.261e-06  1.0000  1.0000  0.0476
450    8.851   1.588e-04  1.0003  1.0006  0.0476
500    8.397   7.597e-03  1.0134  1.0286  0.0483
550    8.006   1.799e-01  1.3085  1.6605  0.0623
600    7.665   2.515e+00  4.3544  8.1419  0.2074
CONDENSATION
360 K: p/psat=0.43653, extra layers=0.77472
400 K: p/psat=0.02399, extra layers=0.02458
450 K: p/psat=0.00132, extra layers=0.00132
345 K: p/psat=1.5411, unbounded
Condensation flux at 345 K: 48.46 nm^-2 s^-1
Condensate after 2 s at 345 K: 21.32 nm
Ideal purge time at 345 K: 1.082 s
TEMPERATURE WINDOW for excess 0.05 layers
Lower edge: 389.8 K; upper edge: 519.8 K
Simple upper-edge estimate: 517.7 K
Estimate for barrier 1.4 eV: 483.2 K
Estimate for barrier 1.6 eV: 552.2 K
NEGLECTED EFFECTS
450 K uptake with gas depletion: 1.0003 layers
600 K uptake with gas depletion: 4.2413 layers
600 K gas decomposition, same barrier: 1.349 layers/s
600 K gas decomposition, barrier +0.3 eV: 0.00408 layers/s
Half-reaction wafer heating: 0.721 mK
Condensation wafer heating in 2 s: 13.98 mK
```
